# Critical Coupling of the Massless Jansen-Hess Operator by Mellin Analysis

Take one massless electron in the field of a point nucleus, described by the second-order Douglas-Kroll-Hess operator, and put it in a wave packet that is very broad in the logarithm of momentum. For nuclear charge $Z=137$ its energy is $+0.00567$ in units of $c\langle p\rangle$. For $Z=138$ the same packet gives $-0.00079$. With no mass there is no length scale, so the packet can be squeezed by any factor and its energy grows by that factor. A negative value, however small, therefore means that the energy has no lower bound. Why does the sign change between these two charges?

## A two-level estimate

Use atomic units, divide energies by $c$, and write $\gamma=Z/c$ with $c=137.036$. The free energy is $\pm p$ and the potential is $-\gamma/r$.

A massless positive-energy state with total angular momentum $j=1/2$ is half $s$ wave and half $p$ wave. On a broad packet, $1/r$ acts like $p$ times a number, which is $\pi/2$ for the $s$ wave and $2/\pi$ for the $p$ wave (both derived below). The mean potential energy is then

$$-\gamma p\,\frac{1}{2}\left(\frac{\pi}{2}+\frac{2}{\pi}\right)=-1.1037\,\gamma p .$$

The potential also couples this state to the negative-energy state, which has the opposite relative sign between its two halves. The coupling has size $w=\tfrac12\gamma p\,(\pi/2-2/\pi)$. Two levels at $+p$ and $-p$ repel, and the upper one rises by $w^2/(2p)$. Altogether

$$\frac{E}{p}\approx 1-1.1037\,\gamma+0.1091\,\gamma^2 ,\qquad 0.1091=\frac18\left(\frac{\pi}{2}-\frac{2}{\pi}\right)^2 .$$

This vanishes at $\gamma\approx1.006$, or $Z\approx137.9$. The estimate leaves three questions open. The intermediate momentum in the second-order term was set equal to the outer one, other angular momenta were ignored, and so were packets whose phase varies with $\ln p$.

## The operator

Let $H_0$ be $+p$ on positive-energy and $-p$ on negative-energy states. Split the potential into an even part $V_e$, which keeps the sign of the energy, and an odd part $V_o$, which changes it. Transform with $e^{W}$, where $W=W_1+W_2+\dots$ is odd and anti-Hermitian and the index counts powers of $\gamma$. Then

$$e^WHe^{-W}=H_0+V+[W,H_0]+[W,V]+\tfrac12[W,[W,H_0]]+\dots$$

The first-order odd part vanishes if $[W_1,H_0]=-V_o$. The second-order even part is then

$$[W_1,V_o]+\tfrac12[W_1,-V_o]=\tfrac12[W_1,V_o].$$

$W_2$ does not enter here, because $[W_2,H_0]$ is odd. Taking the block of $[W_1,H_0]=-V_o$ that leads from negative to positive energies gives $-(p+p')W_{+-}=-V_{+-}$, hence $W_{+-}(p,p')=V_{+-}(p,p')/(p+p')$. Anti-Hermiticity gives $W_{-+}=-W_{+-}^\dagger$. The positive-energy block of $\tfrac12[W_1,V_o]$ is therefore

$$R(p,p'')=\frac12\int V_{+-}(p,p')V_{-+}(p',p'')\left[\frac1{p+p'}+\frac1{p'+p''}\right]dp' .$$

The sign is the level repulsion of the estimate. The Jansen-Hess operator studied here is $H_\gamma=p+V_{++}+R$, with all higher orders dropped. A numerical block diagonalization of a small matrix confirmed this second-order formula.

## Reduction to one radial variable

In momentum space the potential is the kernel $-\gamma/(2\pi^2|\mathbf p-\mathbf p'|^2)$. Let $t$ be the cosine of the angle between $\mathbf p$ and $\mathbf p'$, and let $x=\tfrac12(p/p'+p'/p)$. Then

$$\frac1{|\mathbf p-\mathbf p'|^2}=\frac1{2pp'}\,\frac1{x-t}=\frac1{2pp'}\sum_l(2l+1)Q_l(x)P_l(t),\qquad Q_l(x)=\frac12\int_{-1}^1\frac{P_l(t)}{x-t}\,dt .$$

By the addition theorem, angular integration against a spherical harmonic of degree $l$ replaces the sum by $4\pi Q_l$. The kernel becomes $-\gamma Q_l/(\pi pp')$, with measure $p'^2dp'$. Writing the radial function as $a(p)/p$, with norm $\int|a|^2dp$, turns it into $-\gamma Q_l(x)/\pi$ with measure $dp'$.

Massless states of positive and negative energy have the form $(\varphi,\pm\boldsymbol\sigma\cdot\hat{\mathbf p}\,\varphi)/\sqrt2$. Put $k=j+\tfrac12$. If $\varphi$ has $l=k-1$, then $\boldsymbol\sigma\cdot\hat{\mathbf p}\,\varphi$ has $l=k$. The opposite assignment follows by exchanging upper and lower components. That exchange commutes with both $\boldsymbol\alpha\cdot\mathbf p$ and the potential, so it gives the same operator. The potential multiplies the two halves by different $Q$'s. Resolving the result into the two kinds of state gives half the sum and half the difference:

$$V_{++}=-\frac{\gamma}{2\pi}(Q_{k-1}+Q_k),\qquad V_{+-}=-\frac{\gamma}{2\pi}(Q_{k-1}-Q_k).$$

## The Mellin transform

Set $u=\ln p$ and $g(u)=p\,a(p)$. Then $x=\cosh(u-u')$ and $a\,dp=g\,du$, so

$$\int p|a|^2dp=\int|g|^2du,\qquad \iint a^*Q_l\,a'\,dp\,dp'=\iint g^*(u)\,Q_l(\cosh(u-u'))\,g(u')\,du\,du' .$$

The second form is a convolution, which the unitary Fourier transform $\hat g(s)$ in $u$ (the Mellin transform in $p$) turns into multiplication by

$$q_l(s)=\frac1\pi\int_{-\infty}^{\infty}Q_l(\cosh u)\,e^{-isu}\,du .$$

For $l=0$ and $u>0$, $Q_0=\ln\coth(u/2)=2\sum_{n\,\mathrm{odd}}e^{-nu}/n$. Since $\int_0^\infty e^{-nu}\cos su\,du=n/(n^2+s^2)$,

$$q_0(s)=\frac4\pi\sum_{n\,\mathrm{odd}}\frac1{n^2+s^2}=\frac{\tanh(\pi s/2)}{s}.$$

For $l=1$, $Q_1=\cosh u\,Q_0-1$. Multiplying the series by $\cosh u$ shifts each exponent by $\pm1$. The constant term cancels the $-1$, and the coefficient of $e^{-mu}$ for even $m\ge2$ is $1/(m+1)+1/(m-1)=2m/(m^2-1)$. Hence

$$q_1(s)=\frac4\pi\sum_{m=2,4,\dots}\frac{m^2}{(m^2-1)(m^2+s^2)}
=\frac{4}{\pi(1+s^2)}\sum_{m=2,4,\dots}\left[\frac1{m^2-1}+\frac{s^2}{m^2+s^2}\right].$$

The first sum is $\tfrac12$ and the second is $\tfrac{\pi s}4\coth\tfrac{\pi s}2-\tfrac12$, so

$$q_1(s)=\frac{s\coth(\pi s/2)}{1+s^2}.$$

At $s=0$ these give $q_0=\pi/2$ and $q_1=2/\pi$, the numbers used in the estimate.

## Why the two-level estimate of the repulsion is right

Let $D(u-u')=\gamma(Q_{k-1}-Q_k)/(2\pi)$, with transform $\delta(s)=\tfrac\gamma2(q_{k-1}-q_k)$. The sign of $V_{+-}$ drops out because it occurs twice. In $\langle a,Ra\rangle$ the outer measures become $du$ and $du''$, while $dp'=p'du'$ supplies a factor $p'$. The energy denominators therefore appear as

$$\frac{p'}{p+p'}=\frac12\left[1-\tanh\frac{u-u'}2\right],\qquad
\frac{p'}{p'+p''}=\frac12\left[1+\tanh\frac{u'-u''}2\right].$$

Let $\tau(s)$ be the transform of $D(v)\tanh(v/2)$. In the first term the tanh is attached to the first factor $D$, in the second term to the second factor. The symbol of $R$ is

$$\frac12\left[\frac{\delta-\tau}2\,\delta+\delta\,\frac{\delta+\tau}2\right]=\frac{\delta^2}2=\frac{\gamma^2}8\,(q_{k-1}-q_k)^2 .$$

The contributions in which the intermediate momentum differs from the outer ones have a symmetric part, contained in $\delta$, and an asymmetric part $\tau$. Since $D(v)\tanh(v/2)$ is odd, $\tau$ is imaginary and $\tau(0)=0$. At $s=0$ the asymmetric parts vanish separately; for $s\ne0$ they cancel between the two denominators. In each channel

$$\langle a,H_\gamma a\rangle=\int M_k(s)\,|\hat g(s)|^2ds,\qquad
M_k=1-\frac\gamma2(q_{k-1}+q_k)+\frac{\gamma^2}8(q_{k-1}-q_k)^2 .$$

This was tested without the Mellin transform, by integrating the momentum kernels over a packet $g=e^{-u^2/8+0.7iu}$. The coefficient of $\gamma^2$ came out as $0.04537$ both ways.

## The worst channel and the worst phase

For stability, $M_k(s)$ must be non-negative for all $k$ and $s$. Three properties of $q_l$ decide this.

First, $q_l(0)$ decreases with $l$. Insert Rodrigues' formula for $P_l$ into $Q_l$ and integrate by parts $l$ times; the boundary terms vanish, and

$$Q_l(x)=\frac1{2^{l+1}}\int_{-1}^1\frac{(1-t^2)^l}{(x-t)^{l+1}}\,dt .$$

Raising $l$ by one multiplies the integrand by $(1-t^2)/[2(x-t)]$. For $x>1$ this is below 1 inside the interval, because $1-t^2=(1-t)(1+t)\le2(1-t)<2(x-t)$. So $Q_l>Q_{l+1}>0$.

Second, $|q_l(s)|\le q_l(0)$, because $Q_l$ is positive and a phase factor can only reduce its integral.

Third, $q_l(s)\ge0$. The expectation value of $1/r$ in a partial wave is $\int q_l|\hat g|^2ds$. It is non-negative for every packet, and $q_l$ is continuous.

Now write $A=q_{k-1}(s)$ and $B=q_k(s)$. Then

$$\frac{\partial M}{\partial A}=-\frac\gamma2+\frac{\gamma^2}4(A-B),\qquad
\frac{\partial M}{\partial B}=-\frac\gamma2-\frac{\gamma^2}4(A-B).$$

Both are negative while $|A-B|<2/\gamma$. All values lie between $0$ and $\pi/2$, so this holds throughout for $\gamma<4/\pi\approx1.273$. Raising $A$ to $\pi/2$ and $B$ to $2/\pi$ can then only lower $M$:

$$M_k(s)\ge M_1(0)\qquad(\gamma<4/\pi).$$

The dangerous state has $j=1/2$ and a constant phase in $\ln p$, as the estimate assumed. The condition on $\gamma$ matters: stronger binding also means stronger repulsion, and at large $\gamma$ the repulsion can win at $s=0$.

## The critical coupling

With $\Sigma=A+B$, $\Delta=A-B$ and $y=1/\gamma$, the equation $M=0$ becomes

$$y^2-\frac\Sigma2\,y+\frac{\Delta^2}8=0,\qquad y=\frac{\Sigma\pm\sqrt{\Sigma^2-2\Delta^2}}4 .$$

The smaller coupling belongs to the plus sign. At $k=1$, $s=0$ we have $AB=1$, so $\Sigma^2-2\Delta^2=6-A^2-B^2$, and

$$\gamma_c=\frac4{\dfrac\pi2+\dfrac2\pi+\sqrt{6-\dfrac{\pi^2}4-\dfrac4{\pi^2}}}=1.00608 .$$

This lies below $4/\pi$, so the bound on $M_k$ applies, and $H_\gamma\ge0$ for all $\gamma\le\gamma_c$. The critical charge is $Z_c=\gamma_c c=137.87$.

The quadratic form also defines a self-adjoint operator. On smooth $a(p)$ supported in a finite interval away from $p=0$, the output of $V_{++}$ and $R$ falls at least as fast as $(\ln p)/p$ at large $p$ and stays bounded at small $p$. It is therefore square integrable. A symmetric operator with a non-negative form has a Friedrichs extension, and this covers $\gamma=\gamma_c$ as well.

## No stability returns at larger coupling

At $s=0$ the quadratic has a second root, $\gamma=9.11$, above which $M_1(0)$ is positive again. To see whether stability returns, follow the roots for $k=1$ as $s$ varies. They are real and distinct if $\Sigma>\sqrt2\,|\Delta|$. In terms of $\rho=q_1/q_0$ this requires

$$\frac{\sqrt2-1}{\sqrt2+1}=0.172<\rho<\frac{\sqrt2+1}{\sqrt2-1},\qquad \rho=\frac{s^2\coth^2(\pi s/2)}{1+s^2}.$$

For $s\ge0$, $s\coth(\pi s/2)$ is at least $s$ and at least $2/\pi$. Using the second bound for $s\le2/\pi$ and the first for larger $s$ gives $\rho\ge(4/\pi^2)/(1+4/\pi^2)=0.288$. From above, $\coth z\le1+1/z$ gives $\rho\le(s+2/\pi)^2/(1+s^2)\le1+4/\pi^2$, by the Cauchy-Schwarz inequality. Both conditions hold for every $s$.

The smaller root $\gamma_-(s)$ is therefore continuous. It starts at $\gamma_c$ and, being at least $2/\Sigma$, goes to infinity as $\Sigma\to0$ at large $s$. Take any $\gamma>\gamma_c$, and let $s_0$ be the first point where $\gamma_-(s_0)=\gamma$. Just before $s_0$, $\gamma$ lies above the smaller root and still below the larger one, so $M_1<0$ there.

A packet concentrated near such an $s$ has energy $E<0$. The dilated function $\lambda^{-1/2}a(p/\lambda)$ has the same norm and energy $\lambda E$, which tends to $-\infty$. Hence $H_\gamma$ is bounded below if and only if $\gamma\le\gamma_c$.

The coupling $\gamma=12$ shows what happens. There $M_1(0)=+3.46$, but $M_1$ falls to $-5.45$ near $s=1.2$. At this coupling a phase that winds with $\ln p$ weakens the repulsion more than the attraction. Between $s=0$ and the minimum, the closed forms for $q_0$ and $q_1$ take the term $\tfrac{\gamma^2}8(q_0-q_1)^2$ from $15.7$ to $1.5$, but the term $\tfrac\gamma2(q_0+q_1)$ only from $13.2$ to $8.0$. Near $\gamma=1$ the balance is the opposite, as the next section shows.

## The two charges compared

For $Z=137$ the coupling is $137/137.036=0.999737$, and

$$M_1(0)=1-1.103708\times0.999737+0.109086\times0.999737^2=0.00561 .$$

For $Z=138$ the coupling is $1.007035$, and the same expression gives $-0.00085$. These are small differences between terms of order one, which is why the coefficients need six digits here.

The packet in the opening has $g=e^{-u^2/(2\sigma^2)}$ with $\sigma=60$, and its energies lie about $0.00006$ above $M_1(0)$. The finite width accounts for this. Expanding the symbols at small $s$ gives

$$q_0\approx\frac\pi2-1.292\,s^2,\qquad q_1\approx\frac2\pi-0.113\,s^2 .$$

The linear coefficient therefore falls by $0.702\,s^2$. The quadratic one falls by $\tfrac14(\pi/2-2/\pi)(1.292-0.113)s^2=0.275\,s^2$. The packet has $\langle s^2\rangle=1/(2\sigma^2)=1.39\times10^{-4}$. At $\gamma\approx1$ the energy rises by $(0.702-0.275)\times1.39\times10^{-4}=0.00006$, as found.

The required width says something about the instability at $Z=138$. To be negative, a Gaussian packet centred at $s=0$ needs $0.43/(2\sigma^2)<0.00085$ to this order, so $\sigma$ must exceed about 16. This width refers to $g$, whose square weights the energy: $g$ has dropped only to $e^{-1/2}$ at a factor $e^{16}\approx10^7$ in momentum from its centre. The probability $|a|^2dp=|g|^2e^{-u}du$ has the same width but is centred $\sigma^2/2\approx128$ units of $\ln p$ lower. Other shapes do not avoid the large range. A packet confined to a length $L$ in $\ln p$ has $\langle s^2\rangle\ge(\pi/L)^2$, so to this order $0.43\,\pi^2/L^2<0.00085$ is needed, which means $L$ of about 70. Just above threshold a negative energy therefore needs scale invariance over an enormous range of momenta. The step from a negative energy to the absence of a lower bound relies on the point nucleus at every coupling. A nucleus of finite size cuts off the $1/r$ attraction at high momentum, and the packet can no longer be squeezed without limit with its energy scaling along.

## Comparison with other thresholds

Without $R$ the operator is the first-order, or Brown-Ravenhall, operator. Its symbol $1-\tfrac\gamma2(q_{k-1}+q_k)$ is lowest at $k=1$, $s=0$, and vanishes there at

$$\gamma=\frac{2}{\pi/2+2/\pi}=0.906,\qquad Z=124.2 .$$

The second-order repulsion thus moves the limit up by nearly 14 units of charge.

In the $k=2$ channel, $q_1(0)=0.6366$ and $q_2(0)=0.3927$ give a threshold of $2.001$. The monotonicity argument covers this value, since the $q$'s now lie below $2/\pi$ and the condition becomes $\gamma<\pi$.

The full Dirac equation has a different kind of threshold. Near the nucleus its radial functions obey $G'=-\kappa G/r+\gamma F/r$ and $F'=\kappa F/r-\gamma G/r$, with $|\kappa|=k$. Inserting $r^\mu$ gives $(\mu+\kappa)G=\gamma F$ and $(\mu-\kappa)F=-\gamma G$, hence $\mu^2=k^2-\gamma^2$. The exponent becomes imaginary once $\gamma$ exceeds $k$. The second-order thresholds $1.006$ and $2.001$ lie within 1% of $k=1$ and $k=2$.

The two-level model of the opening accounts for this closeness. With $A=q_{k-1}(0)$ and $B=q_k(0)$, its upper level without any expansion is

$$\frac Ep=-\frac\gamma2(A+B)+\sqrt{1+\frac{\gamma^2}4(A-B)^2}.$$

This vanishes when $\gamma^2AB=1$. For $k=1$ the product $AB$ is $1$, and for $k=2$ it is $(2/\pi)(\pi/8)=\tfrac14$, so the zeros lie at $\gamma=1$ and $\gamma=2$. Cutting the square root off at second order shifts them slightly upward. The two conditions still differ in meaning: one concerns a lower bound on the energy, the other the behaviour of the wave function at the nucleus.

The result holds for zero mass, a point nucleus and the operator truncated at second order. The same threshold holds for a massive electron if the mass changes the operator only by a bounded amount, which has not been shown here. Nor does a lower bound measure accuracy. At $Z=137$ the operator is stable, but the energy of $0.0056$ that remains at second order is a small difference between much larger terms, and the omitted orders exceed it. At $s=0$ the two-level model gives the next two of them. The third-order term $\tfrac12[W_1,[W_1,V_e]]$ has a symbol proportional to $\tau^2$, which vanishes there. At fourth order the $W_2$ term contains $[W_1,V_e]$, whose symbol is proportional to $\tau$. What remains is $\tfrac18[W_1,[W_1,[W_1,V_o]]]$, equal to $-\delta^4/8=-0.00595\,\gamma^4$, the next term of the square root. Through fourth order the value at $Z=137$ and $s=0$ is then about $-0.0003$. Agreement with the two-level model beyond fourth order, or away from $s=0$, is not claimed.

## Table of computed values

```
speed of light c = 137.035999 atomic units
q_0(0) by quadrature = 1.570796 (dimensionless)
pi/2 = 1.570796 (dimensionless)
q_1(0) by quadrature = 0.636620 (dimensionless)
2/pi = 0.636620 (dimensionless)
q_2(0) by quadrature = 0.392699 (dimensionless)
linear coefficient (q_0+q_1)/2 at s=0 = 1.103708
quadratic coefficient (q_0-q_1)^2/8 at s=0 = 0.109086
critical coupling gamma_c, closed form = 1.006077
critical coupling from quadrature = 1.006077
limit of monotonicity argument 4/pi = 1.273240
critical nuclear charge Z_c = 137.869 (elementary charges)
larger root at s=0 = 9.1117 (dimensionless)
first-order critical coupling = 0.906037
first-order critical charge = 124.160
k=2 critical coupling = 2.0009 (dimensionless)
lower bound on q_1/q_0 = 0.2884
ratio needed for positive discriminant = 0.1716
coupling 12: M_1(0) = 3.4638
coupling 12: lowest M_1(s) = -5.4483
coupling 12: s at lowest M_1 = 1.175
matrix test of second-order term, largest error = 2.1e-07
test packet: width = 2.0, s0 = 0.7 (in ln p)
test packet first-order term, kernels = 0.863866
test packet first-order term, Mellin = 0.863866
test packet second-order term, kernels = 0.045374
test packet second-order term, Mellin = 0.045373
broad packet width = 60.0 (in ln p)
broad packet first-order coefficient = 1.103611
broad packet second-order coefficient = 0.109048
Z = 137: coupling = 0.999737 (dimensionless)
Z = 137: M_1(0) = 0.005610 (dimensionless)
Z = 137: packet energy/(c<p>) = 0.005670
Z = 138: coupling = 1.007035 (dimensionless)
Z = 138: M_1(0) = -0.000846 (dimensionless)
Z = 138: packet energy/(c<p>) = -0.000787
```
